# Spin-symmetry breaking and spin contamination in the two-site Hubbard model: a program that tests the result

```python
"""Two-site Hubbard model with two electrons: unrestricted Hartree-Fock (UHF).

Result under test, for hopping t > 0 and on-site repulsion U >= 0:
  U <= 2t : E_UHF = -2t + U/2,  <S^2> = 0
  U >  2t : E_UHF = -2t^2/U,    <S^2> = 1 - (2t/U)^2
UHF = lowest determinant with one up and one down electron.
V is an optional intersite repulsion; m = n(1,up) - n(1,down).
Operators are built in Fock space and the energy is minimized numerically.
"""
import numpy as np
from scipy.optimize import minimize, brentq

# Fermion operators; mode order: site 1 up, site 2 up, site 1 down, site 2 down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else (lower if k == mode else np.eye(2))
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]
up, down = c[:2], c[2:]
number = [op.T @ op for op in c]
vacuum = np.zeros(16)
vacuum[0] = 1.0
# Basis with one up electron on site i and one down electron on site j
basis = np.array([up[i].T @ down[j].T @ vacuum
                  for i in range(2) for j in range(2)]).T
s_plus = sum(up[i].T @ down[i] for i in range(2))
s_z = 0.5 * (number[0] + number[1] - number[2] - number[3])
spin_squared = basis.T @ (s_plus.T @ s_plus + s_z @ s_z + s_z) @ basis
polarization = basis.T @ (number[0] - number[2]) @ basis


def hamiltonian(t, U, V=0.0):
    hop = sum(s[0].T @ s[1] + s[1].T @ s[0] for s in (up, down))
    repulsion = number[0] @ number[2] + number[1] @ number[3]
    intersite = (number[0] + number[2]) @ (number[1] + number[3])
    return basis.T @ (-t * hop + U * repulsion + V * intersite) @ basis


def mean(operator, state):
    return float(np.real(np.vdot(state, operator @ state)))


def determinant(angles):
    th1, ph1, th2, ph2 = angles
    orb_up = np.array([np.cos(th1 / 2), np.sin(th1 / 2) * np.exp(1j * ph1)])
    orb_dn = np.array([np.cos(th2 / 2), np.sin(th2 / 2) * np.exp(1j * ph2)])
    return np.kron(orb_up, orb_dn)


def uhf_minimum(h, starts=8):
    """Global search over both complex orbitals."""
    rng = np.random.default_rng(7)
    best = None
    for _ in range(starts):
        guess = rng.uniform(0.3, 2.8, 4)
        found = minimize(lambda a: mean(h, determinant(a)), guess,
                         method="BFGS", options={"gtol": 1e-7})
        if best is None or found.fun < best.fun:
            best = found
    return best.fun, determinant(best.x)


def self_consistent(t, U, seed=0.01, cycles=800):
    """Iterate the two coupled mean-field equations from a small seed."""
    dens_up = np.array([1 + seed, 1 - seed]) / 2
    dens_dn = dens_up[::-1].copy()
    hop = np.array([[0.0, -t], [-t, 0.0]])
    history = [seed]
    for _ in range(cycles):
        orb_up = np.abs(np.linalg.eigh(hop + np.diag(U * dens_dn))[1][:, 0])
        orb_dn = np.abs(np.linalg.eigh(hop + np.diag(U * dens_up))[1][:, 0])
        dens_up, dens_dn = orb_up**2, orb_dn**2
        history.append(dens_up[0] - dens_dn[0])
    return orb_up, orb_dn, history


def polarized_state(z_up, z_dn):
    orbs = [np.sqrt([(1 + z) / 2, (1 - z) / 2]) for z in (z_up, z_dn)]
    return np.kron(orbs[0], orbs[1])


def curvature(t, U, sign, step=1e-3):
    """Second derivative of the energy at the restricted determinant."""
    h = hamiltonian(t, U)
    e = [mean(h, polarized_state(z, sign * z)) for z in (-step, 0.0, step)]
    return (e[0] - 2 * e[1] + e[2]) / step**2


def project_singlet(state):
    # This sector holds only S=0 and S=1, where S^2 is 0 or 2
    return state - spin_squared @ state / 2


def formula_energy(t, U):
    return -2 * t + U / 2 if U <= 2 * t else -2 * t**2 / U


def formula_spin(t, U):
    return max(0.0, 1 - (2 * t / U)**2)


# Energy expression for arbitrary complex orbitals
rng = np.random.default_rng(3)
for _ in range(20):
    th1, ph1, th2, ph2 = angles = rng.uniform(0, 3, 4)
    x_sum = np.sin(th1) * np.cos(ph1) + np.sin(th2) * np.cos(ph2)
    predicted = -0.8 * x_sum + 1.5 * (1 + np.cos(th1) * np.cos(th2))
    state = determinant(angles)
    assert abs(mean(hamiltonian(0.8, 3.0), state) - predicted) < 1e-12
    overlap = np.vdot(state.reshape(2, 2)[:, 0], state.reshape(2, 2)[:, 0])
    orb_up = np.array([np.cos(th1 / 2), np.sin(th1 / 2) * np.exp(1j * ph1)])
    orb_dn = np.array([np.cos(th2 / 2), np.sin(th2 / 2) * np.exp(1j * ph2)])
    overlap = abs(np.vdot(orb_up, orb_dn))
    assert abs(mean(spin_squared, state) - (1 - overlap**2)) < 1e-12

# Global minimum, contamination, weights, projection, exact ground state
scan = []
for t in (1.0, 0.6):
    for ratio in (1.0, 1.9, 2.1, 3.0, 5.0, 10.0):
        U = ratio * t
        h = hamiltonian(t, U)
        energy, state = uhf_minimum(h)
        s2 = mean(spin_squared, state)
        m = mean(polarization, state)
        assert abs(energy - formula_energy(t, U)) < 1e-8
        assert abs(s2 - formula_spin(t, U)) < 1e-5
        assert abs(s2 - m**2) < 1e-5
        levels, vectors = np.linalg.eigh(h)
        assert abs(levels[0] - (U - np.sqrt(U**2 + 16 * t**2)) / 2) < 1e-12
        assert abs(mean(spin_squared, vectors[:, 0])) < 1e-12
        assert np.linalg.norm(h @ (spin_squared @ state)) < 1e-10
        if ratio > 2:
            singlet = project_singlet(state)
            projected = mean(h, singlet) / np.vdot(singlet, singlet).real
            expected = -4 * t**2 * U / (U**2 + 4 * t**2)
            assert abs(projected - expected) < 1e-5
        if t == 1.0:
            scan.append((ratio, s2, energy, levels[0]))

# Loss of stability of the restricted determinant
for U in (1.0, 1.9, 2.1, 4.0):
    assert abs(curvature(1.0, U, -1) - (2 - U)) < 1e-5
    assert abs(curvature(1.0, U, +1) - (2 + U)) < 1e-5
threshold = brentq(lambda U: curvature(1.0, U, -1), 0.5, 5.0)
assert abs(threshold - 2.0) < 1e-5

# Self-consistent iteration: a seed dies below threshold and grows above it
for U in (1.9, 2.1, 5.0):
    history = self_consistent(1.0, U, seed=1e-4)[2]
    assert abs(history[1] / history[0] - U / 2) < 1e-5
    assert abs(history[-1]**2 - formula_spin(1.0, U)) < 1e-8

# Strong repulsion: UHF recovers half of the exact energy, projection all
h_strong = hamiltonian(1.0, 40.0)
e_strong, d_strong = uhf_minimum(h_strong)
exact_strong = np.linalg.eigvalsh(h_strong)[0]
p_strong = project_singlet(d_strong)
projected_strong = mean(h_strong, p_strong) / np.vdot(p_strong, p_strong).real
ratio_uhf = e_strong / exact_strong
ratio_projected = projected_strong / exact_strong
# Corrections are of order (t/U)^2, below 0.003 here
assert abs(ratio_uhf - 0.5) < 0.003
assert abs(ratio_projected - 1.0) < 0.003

# Worked example, energies in eV
t, U, V = 1.0, 5.0, 1.0
h = hamiltonian(t, U)
orb_up, orb_dn, history = self_consistent(t, U)
broken = np.kron(orb_up, orb_dn)
restricted = polarized_state(0.0, 0.0)
e_uhf, e_rhf = mean(h, broken), mean(h, restricted)
e_exact = np.linalg.eigvalsh(h)[0]
s2 = mean(spin_squared, broken)
singlet = project_singlet(broken)
e_projected = mean(h, singlet) / np.vdot(singlet, singlet).real
triplet_vector = spin_squared @ broken / 2
w_triplet = np.vdot(triplet_vector, triplet_vector).real
w_ionic = singlet[0]**2 + singlet[3]**2
w_covalent = singlet[1]**2 + singlet[2]**2
overlap = float(orb_up @ orb_dn)
assert abs(e_uhf - uhf_minimum(h)[0]) < 1e-8
assert abs(w_covalent - 0.5) < 1e-10
assert abs(w_ionic - (2 * t / U)**2 / 2) < 1e-10
assert abs(w_triplet - formula_spin(t, U) / 2) < 1e-10

e_with_v, state_v = uhf_minimum(hamiltonian(t, U, V))
s2_with_v = mean(spin_squared, state_v)
assert abs(e_with_v - V - formula_energy(t, U - V)) < 1e-8
assert abs(s2_with_v - formula_spin(t, U - V)) < 1e-5


def clean(value, digits=5):
    return round(float(value), digits) + 0.0


print(f"Instability threshold U/t (numerical): {threshold:.4f}")
print("Scan at t = 1 eV: U/t, <S^2>, E_UHF (eV), E_exact (eV)")
for ratio, spin, energy, exact in scan:
    print(f"  {ratio:5.1f}  {clean(spin):.4f}  {energy:.4f}  {exact:.4f}")
print(f"Example hopping t: {t:.1f} eV")
print(f"Example repulsion U: {U:.1f} eV")
print(f"Up orbital on sites 1, 2: {orb_up[0]:.4f}, {orb_up[1]:.4f}")
print(f"Down orbital on sites 1, 2: {orb_dn[0]:.4f}, {orb_dn[1]:.4f}")
print(f"Site-1 polarization m: {history[-1]:.4f}")
print(f"Orbital overlap: {overlap:.4f}")
print(f"Spin contamination <S^2> (hbar^2): {s2:.4f}")
print(f"Covalent singlet weight: {w_covalent:.4f}")
print(f"Ionic singlet weight: {w_ionic:.4f}")
print(f"Triplet weight: {w_triplet:.4f}")
print(f"Restricted energy: {e_rhf:.4f} eV")
print(f"UHF energy: {e_uhf:.4f} eV")
print(f"Spin-projected energy: {e_projected:.4f} eV")
print(f"Exact model energy: {e_exact:.4f} eV")
print(f"UHF error: {e_uhf - e_exact:.4f} eV")
print(f"Spin-projected error: {e_projected - e_exact:.4f} eV")
print(f"E_UHF/E_exact at U/t = 40: {ratio_uhf:.4f}")
print(f"E_projected/E_exact at U/t = 40: {ratio_projected:.4f}")
print(f"Added intersite repulsion V: {V:.1f} eV")
print(f"<S^2> with V (hbar^2): {s2_with_v:.4f}")
print(f"UHF energy with V: {e_with_v:.4f} eV")
print("every check passed")
```

Running it gives:

```
Instability threshold U/t (numerical): 2.0000
Scan at t = 1 eV: U/t, <S^2>, E_UHF (eV), E_exact (eV)
    1.0  0.0000  -1.5000  -1.5616
    1.9  0.0000  -1.0500  -1.2642
    2.1  0.0930  -0.9524  -1.2089
    3.0  0.5556  -0.6667  -1.0000
    5.0  0.8400  -0.4000  -0.7016
   10.0  0.9600  -0.2000  -0.3852
Example hopping t: 1.0 eV
Example repulsion U: 5.0 eV
Up orbital on sites 1, 2: 0.9789, 0.2043
Down orbital on sites 1, 2: 0.2043, 0.9789
Site-1 polarization m: 0.9165
Orbital overlap: 0.4000
Spin contamination <S^2> (hbar^2): 0.8400
Covalent singlet weight: 0.5000
Ionic singlet weight: 0.0800
Triplet weight: 0.4200
Restricted energy: 0.5000 eV
UHF energy: -0.4000 eV
Spin-projected energy: -0.6897 eV
Exact model energy: -0.7016 eV
UHF error: 0.3016 eV
Spin-projected error: 0.0119 eV
E_UHF/E_exact at U/t = 40: 0.5012
E_projected/E_exact at U/t = 40: 1.0000
Added intersite repulsion V: 1.0 eV
<S^2> with V (hbar^2): 0.7500
UHF energy with V: 0.5000 eV
every check passed
```
